Island Density from Exchange Beneath a Surfactant Layer

Atoms are deposited on a crystal covered by one layer of a surfactant. An adatom diffuses on top of this layer until it joins an island or changes places with a surfactant atom. In the second case it sits beneath the surfactant, bound to the crystal, and acts as a nucleus. The problem is to find how many islands form, which rates control their number, and where the answer stops being valid.

The lattice constant is the unit of length and all densities are per lattice site. F is the flux in monolayers per second (ML/s), t the time, θ = Ft the deposited coverage, n the adatom density and N the island density. An adatom hops to each of its four neighbour sites at rate D, which is then also its diffusivity in sites/s, and exchanges at rate γ. The coverage is low, so that nearly the whole surface is open terrace. Islands are treated as points that neither move nor coalesce, and nothing desorbs.

**(a) Write the mean-field rate equations for irreversible exchange and find N as a function of coverage.**

Let one island capture adatoms at rate σDn, where the dimensionless capture number σ is taken as constant for now. Adatoms arrive at rate F and are lost by exchange and by capture. Each exchange creates one island:

dn/dt = F − γn − σDnN
dN/dt = γn

The second equation gives n = (dN/dt)/γ. Putting this into the loss terms of the first yields

dn/dt = F − dN/dt − (σD/γ) N dN/dt

Every term is now a time derivative. With the definition

r = γ/(σD)

and a surface that is empty at t = 0, integration gives

n = θ − N − N²/(2r)

This is an exact consequence of the two rate equations with constant σ. It says that a deposited atom is still an adatom, has founded an island, or has been captured.

If n ≪ θ, the left side can be dropped. Multiplication by 2r then gives

N² + 2rN − 2rθ = 0

The root that vanishes at θ = 0 is

N = √(r² + 2rθ) − r

When is n small enough? Since dn/dt is negative whenever n > F/γ, and n starts from zero, n never exceeds F/γ. Hence F/γ ≪ θ is sufficient. If exchange is too slow to limit n early on, capture does so. Before any losses matter, n = Ft and N = γFt²/2. Capture sets in when σDNt ≈ 1, that is, when t³ ≈ 2/(σDγF). The coverage at that moment is

θ₁ ≈ F[2/(σDγF)]^(1/3) = [2F²/(σDγ)]^(1/3)

This second estimate presumes γt ≪ 1 up to that moment. It also leaves out the pair nucleation of part (d), which in that case creates islands faster than exchange does and ends the rise of n sooner. θ₁ is then an upper estimate.

**(b) Find the limits of rare and frequent exchange. What role does the flux play?**

For r ≪ 2θ, expand the root to first order beyond the leading term:

N ≈ √(2rθ) − r = √(2rθ) [1 − √(r/(2θ))]

The leading term is

N ≈ √(2γθ/(σD))

The island density thus grows as the square root of the exchange rate over the diffusivity. The word "rare" has a definite meaning here. An adatom present at island density N exchanges with probability

γ/(γ + σDN) = r/(r + N)

and r ≪ N makes this small: most adatoms reach an existing island first.

For r ≫ 2θ, write the root as r[√(1 + 2θ/r) − 1] and expand:

N ≈ θ − θ²/(2r)

Almost every atom then founds its own island, and the square root does not apply.

In both limits F enters through θ alone. At fixed coverage the density is independent of flux; at fixed time it is not, since θ = Ft. The reason is visible in the quasi-steady state, where n follows the slowly changing N and dn/dt is negligible:

n = F/(γ + σDN)
dN/dθ = (1/F) dN/dt = γ/(γ + σDN)

Doubling the flux doubles the adatom density and the nucleation rate, but halves the time needed to reach a given coverage. The cancellation does not need a constant σ. It holds for any capture number that depends on N, θ, γ and D but not on F.

The dependence on D is less robust. If attachment at the island edge were so slow that each island captured at a rate Cn, with C a constant set by the edge, σD would be replaced by C. The result would be N ≈ √(2γθ/C), still independent of flux but no longer dependent on D.

**(c) Calculate σ for islands that capture every adatom reaching them. How does it change the square root?**

Consider one island at the origin of a square lattice, and replace all other islands by a uniform absorbing medium. This effective medium neglects correlations between island positions. Far from the island the adatom density is n, and the loss rate there is written as Dκ²n, so that

κ² = γ/D + σN,  F = Dκ²n

Let u(x) be the local adatom density and Δ the lattice Laplacian, the sum over the four neighbours minus four times the central value. In the quasi-steady state, away from the island,

Δu + κ²(n − u) = 0,  with u(0) = 0

Define the Green function G(x) by (κ² − Δ)G = 1 at the origin and 0 elsewhere. Then

u(x) = n[1 − G(x)/G(0)]

solves the problem. It vanishes at the origin, and elsewhere ΔG = κ²G makes the two terms of the equation cancel.

Atoms hop into the island at rate D times the sum of u over its neighbours. Because u(0) = 0, this sum equals Δu at the origin. There ΔG = κ²G(0) − 1, so

DΔu(0) = −Dn[κ²G(0) − 1]/G(0) = Dn[1/G(0) − κ²]

Direct deposition onto the island site adds F = Dκ²n, which cancels the last term. The total is Dn/G(0), and therefore

σ = 1/G(0)

To evaluate G(0), use its Fourier form. With E = 4 + κ²,

G(0) = ⟨1/(E − 2cos k₁ − 2cos k₂)⟩

where the brackets denote the average over all k₁ and k₂. Set k₁ = p + q and k₂ = p − q. Then 2cos k₁ + 2cos k₂ = 4cos p cos q, and p and q may be averaged independently over full periods. The average of 1/(E − b cos q) over q is 1/√(E² − b²). With b = 4cos p and m = 16/E²,

G(0) = (2/(πE)) ∫₀^(π/2) dp/√(1 − m cos²p) = 2K(m)/(πE)

where K is the complete elliptic integral of the first kind.

For small κ, put δ² = 1 − m = κ²(8 + κ²)/(4 + κ²)² ≈ κ²/2. Since 1 − m cos²p = δ² + m sin²p and m ≈ 1, the integrand is approximately 1/√(δ² + sin²p). Split the integral at ε with δ ≪ ε ≪ 1. The inner part, where sin p ≈ p, gives ln(2ε/δ). The outer part, where δ is negligible, gives −ln tan(ε/2) ≈ ln(2/ε). Their sum is K ≈ ln(4/δ) = ½ ln(32/κ²), and with E ≈ 4

σ ≈ 4π/L,  L = ln(32/κ²)

The capture number increases slowly with N and contains γ/D, but not F. Flux independence survives; for point islands, a pure square root does not.

To find the local exponent α = d ln N/d ln(γ/D) at fixed θ, first differentiate N² + 2rN = 2rθ:

(N + r) dN = (θ − N) dr

Since r(θ − N) = N²/2, this becomes

d ln N/d ln r = β,  β = N/[2(N + r)]

Now let σ vary, evaluating it at the final density. For rare exchange κ² ≈ σN, hence

d ln σ = −dL/L = (d ln σ + d ln N)/L

which gives d ln σ = d ln N/(L − 1). Because r = (γ/D)/σ, we have d ln N = β[d ln(γ/D) − d ln σ], and so

α = β/[1 + β/(L − 1)]

Both corrections lower the exponent. As γ/D → 0 at fixed θ, β → 1/2 and L → ∞, so α approaches 1/2 from below, at a logarithmic rate.

**(d) Two adatoms may also meet and form a stable nucleus. At what flux does this spoil the result?**

There are n²/2 pairs per site, and their relative diffusivity is 2D. Taking the same capture number for a pair as for an island, the additional nucleation rate is

σ(2D)(n²/2) = σDn²

Relative to exchange, γn, this is σDn/γ. For rare exchange the quasi-steady density is n ≈ F/(σDN), so

(pair rate)/(exchange rate) ≈ F/(γN)

Exchange dominates if F ≪ γN. Since N ≤ θ in part (a), this condition also implies F/γ ≪ θ, which was sufficient there for dropping n.

In the opposite limit, F ≫ γN, pairs control nucleation. As long as n ≪ N, islands still take most of the adatoms, and

dN/dθ = σDn²/F = F/(σDN²)
N³ = 3Fθ/(σD)

The density now rises as the cube root of the flux.

**(e) An exchanged atom may return to the top of the surfactant at rate k until it has captured another atom. What does irreversibility require?**

Let M be the density of single exchanged atoms and N that of larger, stable islands. A single atom is created at rate γn per site, returns at rate k, and is stabilised by capture at rate σDn:

dM/dt = γn − kM − σDnM
dN/dt = σDnM

In the quasi-steady state M = γn/(k + σDn). This is at most r, so for rare exchange M is small beside N, provided N ≫ r. The stable nucleation rate becomes

dN/dt = γn · σDn/(k + σDn)

With σDn ≈ F/N, the stabilised fraction is 1/(1 + kN/F). Irreversibility therefore requires kN ≪ F.

To see how the plateau begins to fail, keep the first correction in kN/F:

N dN = r(1 − kN/F) dθ

In the small term r dθ may be replaced by N dN. Integration gives N²/2 = rθ − kN³/(3F), so N is lowered by the relative amount kN/(3F).

For kN ≫ F, exchange and return nearly balance, M ≈ γn/k, and capture by stable islands still fixes n ≈ F/(σDN). Then

dN/dθ = σDγn²/(kF) = γF/(kσDN²)
N³ = 3γFθ/(kσD)

The flux dependence has returned, again with exponent 1/3.

Together, parts (d) and (e) give the condition

k ≪ F/N ≪ γ

Here F/N is the rate at which one island receives atoms. An exchanged atom must receive a partner before it returns, while an adatom must be likelier to exchange than to meet another adatom. A flux window can exist only if k ≪ γ.

**(f) Evaluate the model at 500 K for an attempt frequency of 10¹³ s⁻¹ and barriers of 0.60 eV for hopping, 1.00 eV for exchange and 1.50 eV for return. Take F = 0.01 ML/s and θ = 0.10.**

These are round model parameters, not those of a particular material. The attempt frequency times the hopping Boltzmann factor is the total hop rate, 4D. The rates are

D = 2.240 × 10⁶ sites/s,  γ = 832.6 s⁻¹,  k = 7.60 × 10⁻³ s⁻¹

The self-consistent capture number at this coverage is σ = 1.580. Hence

r = 832.6/(1.580 × 2.240 × 10⁶) = 2.35 × 10⁻⁴
√(2rθ) = √(2 × 2.35 × 10⁻⁴ × 0.10) = 0.00686

The closed form of part (a) gives N = 0.00663 per site, a mean spacing N^(−1/2) of 12.3 lattice constants. The square root alone is about 3% higher, in agreement with √(r/(2θ)) = 0.034. Letting σ vary during growth gives 0.00683, because σ was smaller when there were fewer islands, and capture then competed less with exchange.

All these values are for point islands. At this coverage an island holds θ/N ≈ 15 atoms on average. Islands of that size capture more adatoms than points do, so their density would be lower by tens of per cent.

The adatom density is 4.1 × 10⁻⁷ per site, far below θ. The bound F/γ is 1.2 × 10⁻⁵. The capture estimate θ₁ is 4.1 × 10⁻⁵ ML, which corresponds to a time of 4.1 ms and γt ≈ 3.4. Its assumption γt ≪ 1 therefore fails: exchange limits the adatom density first. On either estimate the transient is over long before θ = 0.10.

The flux scales are

kN = 5.0 × 10⁻⁵ ML/s,  γN = 5.5 ML/s

Integration of the full rate equations at σ = 1.580, with return and pair nucleation included, shows the plateau between them. Here the density counts single exchanged atoms as well as larger islands:

F = 10⁻³ ML/s: N = 0.00652
F = 10⁻² ML/s: N = 0.00663
F = 10⁻¹ ML/s: N = 0.00671

A hundredfold change in flux alters the density by 3%. At 10⁻³ ML/s the predicted reduction is kN/(3F) = 1.7%, close to what the numbers show relative to the closed form. At 10⁻¹ ML/s the ratio of pair to exchange nucleation is 0.017, and at 10 ML/s the density has risen to 0.0101.

On the low side, at F = 10⁻⁸ ML/s, the cube-root law of part (e) gives 0.000453, against 0.000450 from the full equations. The exponent between 10⁻⁸ and 10⁻⁷ ML/s is 0.329, close to 1/3. This comparison keeps σ = 1.580. With the capture number of part (c), which is smaller at such low densities and grows with N, the density would be somewhat higher and the exponent slightly smaller. The pair law of part (d) was tested in a separate case with much slower exchange, where it agrees with the full equations to within 0.4%.

**(g) How does the island density change with temperature?**

With equal attempt frequencies,

γ/D = 4 exp[−(E_exchange − E_hop)/(k_B T)]

For constant σ and rare exchange, N is proportional to √(γ/D). The apparent energy, defined by N ∝ exp[−E_app/(k_B T)], is then

E_app = (E_exchange − E_hop)/2 = (1.00 − 0.60)/2 = 0.200 eV

It is positive, so inside the flux window heating increases the island density at fixed coverage. Outside the window heating lowers it. In the pair regime of part (d), N³ ∝ F/D. In the return regime of part (e), N³ ∝ γF/(kD), which falls on heating because return has the highest barrier here. Return is thermally activated, so kN rises on heating, and strong heating at fixed flux leads out of the window and into the return regime. Inside the exchange window, a higher temperature favours the process with the higher barrier, and this is the one that creates islands.

The exponent α of part (c) refines the estimate. With N = 0.00663, β = 0.483. From κ² = γ/D + σN ≈ 0.0108 one finds L ≈ 7.99, and

α ≈ 0.483/(1 + 0.483/6.99) ≈ 0.45
E_app ≈ 0.45 × 0.40 eV ≈ 0.18 eV

Numerical differentiation with the varying capture number also gives 0.180 eV. For point islands, twice the apparent energy thus underestimates the barrier difference by about 10%. This correction should not be applied to measured data as it stands, because the size of real islands changes how the capture number varies. These values of E_app also hold only deep inside the window, since the small corrections at its edges are strongly activated. The return term kN/(3F) carries an energy of about 1.5 + 0.2 = 1.7 eV, so at F = 10⁻³ ML/s, where it lowers N by only 1.7%, it lowers E_app by about 0.03 eV. A density that is flat in flux therefore does not guarantee an undisturbed apparent energy.

**(h) Does the result survive when the mean-field capture term is replaced by actual random walks?**

In a kinetic Monte Carlo simulation, adatoms land, hop, exchange and meet one another on a lattice of point islands. No capture number enters. Exchange is irreversible, and θ = 0.10. Single runs are compared here with the effective medium of part (c):

γ/D = 2 × 10⁻⁴: 0.0047 simulated, 0.0052 medium
γ/D = 2 × 10⁻³: 0.0141 simulated, 0.0143 medium
γ/D = 2 × 10⁻²: 0.0352 simulated, 0.0355 medium

The largest deviation is 8% of the medium value. It may contain both sampling noise and the neglected correlations between islands; these runs do not separate the two.

Between the first two values of γ/D the simulated exponent is 0.47 and that of the medium 0.44. Sampling noise of a few per cent in each density makes the simulated exponent uncertain by about 0.02 to 0.03, so these two runs agree with the medium but cannot by themselves exclude 1/2. For γ/D between 10⁻¹² and 10⁻¹⁰ the medium gives 0.485, which shows how slowly the square root is approached.

The flux test is more direct. At γ/D = 2 × 10⁻³, raising F/D from 10⁻⁹ to 10⁻⁷ changes the simulated density from 0.0135 to 0.0141, or by about 4% for a hundredfold change in flux. The expected pair correction F/(γN) is only about 0.4% there, and each run carries sampling noise of 2 to 3%, so this difference is compatible with noise and only bounds the flux dependence. At F/D = 10⁻³ the density is 0.0284, about twice as large. There F far exceeds γN, and pair encounters have taken over. The simulation thus shows both the flux-independent regime and its upper limit; the lower limit, which needs return, rests on the rate equations. The numerical output lists the values used here.

Numbers as computed

```
capture number, lattice solution: 1.95507
capture number, Green function: 1.95507
temperature: 500 K; attempt: 1e+13 1/s
barriers hop, exchange, return: 0.60, 1.00, 1.50 eV
flux: 0.01 ML/s; coverage: 0.10 ML
diffusivity D: 2.2398e+06 sites/s
exchange rate gamma: 832.61 1/s
return rate k: 7.597e-03 1/s
gamma/D: 3.7174e-04 per site
capture number sigma: 1.5804
r = gamma/(sigma D): 2.3522e-04 per site
N, square-root law: 0.00686 per site
N, closed form: 0.00663 per site
N, varying sigma: 0.00683 per site
mean spacing, closed form: 12.28 lattice constants
lower flux scale k N: 5.035e-05 ML/s
upper flux scale gamma N: 5.518 ML/s
transient coverage: 4.08e-05 ML
adatom density at example flux: 4.116e-07 per site
full rates, F = 1e-08 ML/s: N = 0.000450 per site
full rates, F = 1e-07 ML/s: N = 0.000961 per site
full rates, F = 1e-05 ML/s: N = 0.003851 per site
full rates, F = 1e-03 ML/s: N = 0.006520 per site
full rates, F = 1e-02 ML/s: N = 0.006625 per site
full rates, F = 1e-01 ML/s: N = 0.006712 per site
pair/exchange rate at 0.1 ML/s: 0.0173
full rates, F = 1e+00 ML/s: N = 0.007322 per site
full rates, F = 1e+01 ML/s: N = 0.010081 per site
low-flux exponent: 0.3291
low-flux cube-root law at 1e-8 ML/s: 0.000453 per site
pair limit (F=1 ML/s, D=1e10 sites/s, gamma=0.01 1/s):
  N full 2.6584e-04, cube-root law 2.6676e-04 per site
Monte Carlo, gamma/D = 2e-04: N = 0.00472; medium 0.00515
Monte Carlo, gamma/D = 2e-03: N = 0.01408; medium 0.01431
Monte Carlo, gamma/D = 2e-02: N = 0.03524; medium 0.03545
Monte Carlo, gamma/D = 2e-03, F/D = 1e-09: N = 0.01353
Monte Carlo, gamma/D = 2e-03, F/D = 1e-07: N = 0.01408
Monte Carlo, gamma/D = 2e-03, F/D = 1e-03: N = 0.02840
exponent in gamma/D, 2e-4 to 2e-3, Monte Carlo: 0.474
exponent in gamma/D, 2e-4 to 2e-3, medium: 0.444
exponent in gamma/D, 1e-12 to 1e-10, medium: 0.485
apparent energy, constant sigma: 0.200 eV
apparent energy, varying sigma: 0.180 eV
```
